# Can a local pseudopotential for carbon be as transferable as a nonlocal one?

**Question**

I work with an orbital-free density functional code, which accepts only local pseudopotentials: one function $V_{\rm loc}(r)$ per atom, the same for all angular momenta. I had assumed that this costs convenience but not accuracy. The shape of the function inside the core radius is free, so with enough parameters I should be able to make a local pseudopotential for carbon as transferable as a nonlocal one.

A colleague says that this cannot work, because the s and p electrons of carbon "need different scattering, since the p states have no core counterpart". I don't find that convincing. A single potential gives different s and p levels anyway. And the true potential of the atom, in a local-density calculation, is itself local and describes both channels perfectly well. So is there a real obstruction, or has nobody tuned the function hard enough? If there is one, what does the missing p core have to do with it?

**Answer**

There is a real obstruction for core radii below about 0.83 Å, and in that range more parameters do not remove it. Your two objections are both correct, though, and they show what the argument has to contain. Different levels alone do not call for different potentials. And the true potential manages with one function because it also has a 1s state, which a pseudopotential is meant to remove.

**What is being asked of the potential**

Take a spherical, spin-unpolarised, nonrelativistic carbon atom in the local density approximation (LDA). Let $V(r)$ be its self-consistent screened potential, held fixed from here on. I use atomic units in the algebra. With the radial function written as $u(r)=rR(r)$ and $\int_0^\infty u^2\,dr=1$, the radial Hamiltonian is

$$h_l=-\frac12\frac{d^2}{dr^2}+\frac{l(l+1)}{2r^2}+V(r).$$

A pseudopotential equals $V$ for $r>r_c$ and may have any shape inside. I call it coreless if its lowest s state is the valence state, at the energy $\varepsilon_{2s}$. It is local if s and p feel the same function, and semilocal if they feel two functions, $V_s$ and $V_p$. Semilocal is the simplest kind of nonlocal potential.

Matching the levels of the free atom is not enough for transferability. The levels must also move correctly when the surroundings change. As a simple change, add a constant $w$ to the potential everywhere outside $r_c$. First-order perturbation theory gives the level shift as $w$ times the probability of finding the electron outside:

$$\frac{dE}{dw}=\int_{r_c}^{\infty}u^2\,dr=1-q,\qquad q=\int_0^{r_c}u^2\,dr .$$

A wrong norm $q$ inside $r_c$ is therefore an error of first order in the change of environment. This gives three demands on a coreless pseudopotential: the 2s level, the 2p level, and the 2p norm $q$. The 2s norm matters too, but the contradiction does not need it.

**One inequality for all local potentials**

For $l=1$ the centrifugal term is $l(l+1)/(2r^2)=1/r^2$, and for $l=0$ it vanishes. If both channels share one potential, everything else cancels in the difference:

$$h_1-h_0=\frac1{r^2}.$$

Let $u_p$ be a normalized p eigenfunction with energy $E_p$, and let $E_s$ be the lowest s level. Near the origin $u_p\sim r^2$, so it also vanishes there as an s radial function must, and it is a legitimate trial function for the s channel. The variational principle gives

$$E_s\le\langle u_p|h_0|u_p\rangle=\langle u_p|h_1|u_p\rangle-\Big\langle\frac1{r^2}\Big\rangle_p=E_p-\Big\langle\frac1{r^2}\Big\rangle_p ,$$

and therefore

$$E_p-E_s\ \ge\ \Big\langle\frac1{r^2}\Big\rangle_p .\tag{1}$$

In words: take a p electron, keep its radial function, and remove its angular motion. It loses its centrifugal energy, and the lowest s state lies at least that far below. The shape of the potential does not enter, so no tuning can evade (1).

Now put in carbon. With LDA exchange and VWN correlation, the levels are $\varepsilon_{1s}=-270.7$ eV, $\varepsilon_{2s}=-13.63$ eV and $\varepsilon_{2p}=-5.42$ eV. The valence gap is

$$\Delta=\varepsilon_{2p}-\varepsilon_{2s}=8.21\ \text{eV},$$

whereas the true 2p function has $\langle1/r^2\rangle=24.2$ eV when expressed as an energy (restoring units, $\hbar^2/m$ times the mean of $1/r^2$).

This settles your point about the true potential. It is local, so it must obey (1), and it does: its lowest s state is 1s, which lies 265 eV below 2p. Remove the 1s state and 2s becomes the lowest s state. The available separation is then 8.21 eV, and the true 2p function does not fit.

**Allowing for the freedom inside $r_c$**

A pseudopotential need not reproduce the true 2p function inside $r_c$. Perhaps a different inner part, with less centrifugal energy, would satisfy (1). We need the smallest value that $\langle1/r^2\rangle_p$ can take when the 2p level and the norm are right.

Outside $r_c$ the potential is $V$. At the energy $\varepsilon_{2p}$, the solution that decays at large $r$ is unique up to a factor, and the correct outer norm $1-q$ fixes that factor up to a sign. So the outer function is the true one. Inside, all we know is that $1/r^2\ge1/r_c^2$. Hence

$$\Big\langle\frac1{r^2}\Big\rangle_p\ \ge\ B,\qquad B=\int_{r_c}^{\infty}\frac{u_{2p}^2}{r^2}\,dr+\frac{q}{r_c^2}.\tag{2}$$

Everything in $B$ comes from the all-electron atom. If $B>\Delta$, then (1) and (2) contradict each other, and no coreless local pseudopotential can meet the three demands.

Take $r_c=0.75$ Å. The outer integral is 3.66 eV, the norm inside is $q=0.422$, and $1/r_c^2$ corresponds to 13.55 eV:

$$B=3.66+0.422\times13.55=9.38\ \text{eV}\ >\ 8.21\ \text{eV}.$$

The three demands conflict.

To see how this depends on $r_c$, differentiate $B$. The outer integral contributes $-u_{2p}^2(r_c)/r_c^2$ through its lower limit. In the second term, $dq/dr_c=u_{2p}^2(r_c)$ contributes the same quantity with a plus sign. What remains is

$$\frac{dB}{dr_c}=-\frac{2q}{r_c^3}<0 .$$

For $r_c\to0$ the norm $q$ vanishes as $r_c^5$, so $B$ tends to the full 24.2 eV. For $r_c\to\infty$ it tends to zero. It therefore crosses $\Delta$ once, at $r_c=0.83$ Å, and the three demands are incompatible for every smaller radius.

Above 0.83 Å this argument is silent; it does not show that a good local potential exists there. The bound $B$ is also generous, since it counts the inner charge as if all of it sat at $r_c$, where the centrifugal energy is lowest. A smooth function spreads inward and costs more, as the example below shows.

**What if I insist on both levels?**

Then the norm has to give way, and one can say by how much. With the 2p level right, the shape of the tail is still the true one, but its amplitude may differ. Let $\tau$ be the mean of $1/r^2$ over the tail alone,

$$\tau=\frac{\int_{r_c}^\infty u_{2p}^2\,r^{-2}\,dr}{\int_{r_c}^\infty u_{2p}^2\,dr},$$

in which the amplitude cancels. If $\tilde q$ is the inner norm of the p function in the local potential, its tail contributes $(1-\tilde q)\tau$ to $\langle1/r^2\rangle_p$, and its inner part at least $\tilde q/r_c^2$. With (1),

$$\Delta\ \ge\ (1-\tilde q)\,\tau+\frac{\tilde q}{r_c^2}
\quad\Longrightarrow\quad
\tilde q\Big(\frac1{r_c^2}-\tau\Big)\le\Delta-\tau .$$

The bracket is positive, because $1/r^2<1/r_c^2$ everywhere in the tail. Dividing by it,

$$\tilde q\ \le\ \frac{\Delta-\tau}{1/r_c^2-\tau}=\frac{8.21-6.33}{13.55-6.33}=0.26 .$$

The true value is 0.42. By the response formula, such a 2p level would follow an outside shift with a slope of at least $1-0.26=0.74$, where the atom has 0.58. That is an error of at least 0.16 eV per eV of shift, or 28% of the true slope. These are limits: I have not shown that a local potential matching both levels exists at this radius, or that one could reach 0.26.

**How a semilocal potential escapes**

Repeat the trial argument with $V_s$ in the s channel and $V_p$ in the p channel. The difference of the two Hamiltonians is now $h_1-h_0=1/r^2+V_p-V_s$, so

$$\varepsilon_{2s}\le\langle u_p|h_0|u_p\rangle=\varepsilon_{2p}-\Big\langle\frac1{r^2}\Big\rangle_p+\langle V_s-V_p\rangle_p ,$$

which rearranges to

$$\langle V_s-V_p\rangle_p\ \ge\ \Big\langle\frac1{r^2}\Big\rangle_p-\Delta .\tag{3}$$

The contradiction has become a specification. The s channel must be more repulsive than the p channel by at least the amount on the right. This is the precise content of "different scattering".

Such a pair can be constructed. Inside $r_c$ write $u=r^{l+1}e^{p(r)}$. Then $u'/u=(l+1)/r+p'$, and from $u''/u=(u'/u)'+(u'/u)^2$,

$$\frac{u''}{u}=\frac{l(l+1)}{r^2}+\frac{2(l+1)}{r}p'+p''+p'^2 .$$

The radial equation says that $u''/u=l(l+1)/r^2+2(V_l-\varepsilon)$. The centrifugal terms cancel, which leaves the potential belonging to the chosen function:

$$V_l(r)=\varepsilon+\frac{l+1}{r}p'+\frac12\left(p''+p'^2\right).$$

With $t=r^2/r_c^2$, take $p=a_0+a_1(t-1)+a_2(t-1)^2+c(1-t)^3$. The three $a$'s match the value and the first two derivatives of the true function at $r_c$. The last term leaves these untouched, and since $(1-t)^3>0$ inside, the inner norm grows steadily with $c$, so one value of $c$ gives the true $q$. The function has no node. It is therefore the lowest state of its channel: the lowest state is also nodeless, and two different eigenfunctions that never change sign could not be orthogonal.

The correct norm also secures the response of the inner region to a change of energy. Let $u$ be the regular solution at energy $E$ and let a dot denote $\partial/\partial E$. Differentiating the radial equation gives $h_l\dot u=E\dot u+u$. Multiply this by $u$, multiply $h_lu=Eu$ by $\dot u$, and subtract:

$$-\tfrac12\left(u\dot u''-\dot uu''\right)=u^2 .$$

The left side is the derivative of $-\frac12(u\dot u'-\dot uu')$, which vanishes at the origin. Integrating to $r_c$ and dividing by $u^2(r_c)$ gives, for the logarithmic derivative $D=u'/u$ at $r_c$,

$$\frac{\partial D}{\partial E}=-\frac{2q}{u^2(r_c)} .$$

The true and pseudo functions share $u(r_c)$ and $q$, so their $D(E)$ agree in value and slope at the reference level. $D$ is all that the outer region knows about the inner one. The error of a level in a changed environment is then of second order in the change. It is not zero at all energies, so a semilocal potential has its limits as well.

**Numbers for carbon**

At $r_c=0.75$ Å the smooth 2p pseudofunction has $\langle1/r^2\rangle_p=21.5$ eV, far above the minimum $B=9.38$ eV. Condition (3) then requires $\langle V_s-V_p\rangle_p\ge21.5-8.2=13.3$ eV, and the constructed pair has 15.2 eV. The two functions look quite unlike each other: close to the nucleus $V_s$ is about $+6$ eV and $V_p$ about $-231$ eV.

I compared this pair with three local choices: $V_s$ for both channels, $V_p$ for both, and, among 41 mixtures of the two in steps of 2.5%, the one with the smallest worst free-atom level error, which contains 80% of $V_s$. The entries are errors relative to the all-electron levels, in eV. "Shifted" means that the potential outside $r_c$ is lowered by 2 eV.

| Potential | 2s, free | 2p, free | 2s, shifted | 2p, shifted |
|---|---|---|---|---|
| semilocal | 0.00 | 0.00 | 0.00 | 0.00 |
| local $V_s$ | 0.00 | 4.23 | 0.00 | 3.58 |
| local $V_p$ | −56.5 | 0.00 | −55.5 | 0.00 |
| local mixture | −3.79 | 4.04 | −3.54 | 3.43 |

The zeros for the free atom are built in by construction. Those in the shifted columns are not, and they show how small the second-order error is for this change.

With $V_s$ in both channels, 2p is 4.23 eV too high, at $-1.19$ eV, and only 0.083 of its norm lies inside $r_c$. Subtracting a constant from the level would not repair it. Under the shift the error changes from 4.23 to 3.58 eV, because this level falls by 1.85 eV where the true one falls by 1.20 eV. The first-order formula explains the difference: $(1-0.083)\times2=1.83$ eV against $(1-0.422)\times2=1.16$ eV.

With $V_p$ in both channels, (1) requires the lowest s level to lie at least 21.5 eV below 2p, so at least 13.3 eV below the true 2s. The actual error is much larger, 56.5 eV. Inequality (1) only compares with the p function used as an s function; the real s state is free to settle closer to the nucleus, where $V_p$ is deepest.

The mixture is instructive too. Compared with pure $V_s$, it lowers 2s by 3.79 eV but 2p by only 0.19 eV. In $V_s$ the s function has 0.47 of its norm inside $r_c$ and the p function 0.083, so a deeper inner potential acts mostly on the wrong channel. These norms account for a factor of about 6. They cannot account for the full observed factor of about 20, because $V_s-V_p$ is far from constant inside $r_c$. It is about 238 eV close to the nucleus, where $u_p\sim r^2$ vanishes faster than $u_s\sim r$, turns negative before $0.8\,r_c$, and is about $-12$ eV at $0.9\,r_c$. Averaged over the inner parts of the two states of $V_s$, it is 29.9 eV for s and 8.9 eV for p, a further factor of 3.4. To first order the levels drop by $0.2\times0.472\times29.9=2.8$ eV and $0.2\times0.083\times8.9=0.15$ eV, a ratio of 19; the actual drops are larger, with nearly the same ratio. This mixture is the best of the 41 sampled members of a one-parameter family, not of all local potentials. The statements about all local potentials are (1) and its consequences. The numerical check tests (1) on all 41 sampled mixtures, each diagonalized separately.

**What the missing p core has to do with it**

Your colleague's reason is a step short. The obstruction is that the 2s–2p gap is smaller than $B$, the least centrifugal energy that a 2p function with the true tail and the true inner norm can have. That energy is large because 2p is compact, and the missing p core is what allows it to be compact. The 2s function has to be orthogonal to 1s. The 2p function is the lowest state of its channel and has nothing to be orthogonal to, so it can use the strongly attractive region near the nucleus freely. The missing core permits compactness but does not force it: in the same LDA the 2p function of lithium, which also has no p core, peaks at 2.1 Å, against 0.64 Å for carbon. In silicon, which has a p core, $B$ falls below the 3s–3p gap near 0.37 Å. That is about the radius of the outermost 3s node (0.38 Å), which a coreless potential must enclose anyway, so the argument excludes little or nothing there.

A thought experiment tests this. Keep the carbon potential, but forbid the p electron one function of the size of the 1s shell, namely $r\,u_{1s}(r)$, as if a p core state occupied it. The lowest p level rises from $-5.42$ to about $-0.09$ eV, and its norm inside $r_c$ drops from 0.42 to 0.006. The bound becomes $B\approx1.5$ eV against a gap to 2s of 13.5 eV, so the conflict has gone. (A state this weakly bound feels the edge of the radial mesh: with the mesh cut at 24 bohr the same quantities come out as $-0.08$ eV and 1.6 eV.) The imposed exclusion is drastic, since it leaves the electron hardly bound, and it does not model any other element. It does show that carbon's 2p owes its compactness to its access to that inner region.

**What this means for your code**

The usual ionic pseudopotential is obtained by subtracting the Hartree and exchange–correlation potentials of the valence electrons from the screened one. In LDA these are the same function for s and p, so the difference $V_s-V_p$ survives the subtraction. For the same reason a local ionic potential remains local after screening, and (1) applies to its self-consistent Kohn–Sham levels as well.

An orbital-free code cannot simply adopt the semilocal pair. The energy of a local potential is $\int n(\mathbf r)V_{\rm loc}(r)\,d^3r$ and needs only the density $n$. The energy of a semilocal one requires knowing how much of the charge at each radius is s-like and how much is p-like around the atom. That information is in the orbitals, or in the one-particle density matrix, and the density alone does not supply it in any exact explicit form; an orbital-free scheme that uses a nonlocal potential has to approximate it.

You can still fit a local carbon potential to a chosen property in a chosen class of structures, and nothing above forbids a useful result there. But if the potential is coreless and its screened form equals $V$ beyond a radius $r_c$ below 0.83 Å, then within this LDA description at least one of the 2s level, the 2p level and the 2p norm must be wrong. A good fit in one environment therefore does not guarantee a good result in another, and the potential should be tested against a nonlocal Kohn–Sham calculation in each kind of environment where you intend to use it.

## Calculated quantities

```
Carbon atom, LDA (Dirac exchange, VWN correlation), spherical
pseudization radius r_c                0.750 angstrom
1s level                            -270.691 eV
2s level                             -13.629 eV
2p level                              -5.420 eV
gap 2p - 2s                            8.209 eV
gap 2p - 1s                          265.271 eV
<1/r^2> of true 2p, as energy         24.202 eV
  part from outside r_c                3.661 eV
  1/r_c^2, as energy                  13.547 eV
lower bound B                          9.377 eV
B minus gap                            1.168 eV
critical radius                        0.833 angstrom
2s norm inside r_c                    0.4718 (no unit)
2p norm inside r_c                    0.4219 (no unit)
tail mean tau, as energy               6.334 eV
limit on 2p norm, local potential     0.2600 (no unit)
2p response dE/dw, all-electron       0.5781 (no unit)
<1/r^2> of pseudo 2p, as energy       21.518 eV
least <V_s - V_p> in pseudo 2p        13.309 eV
actual <V_s - V_p> in pseudo 2p       15.191 eV
V_s at innermost node                   6.48 eV
V_p at innermost node                -231.39 eV
share of V_s in best mixture           0.800 (no unit)
environment shift outside r_c         -2.000 eV
all-electron 2s, 2p when shifted     -14.709    -6.617 eV
Level errors in eV: free atom s, p; shifted s, p; then p norm inside r_c
semilocal pair         -0.000   -0.000   -0.000    0.000   0.4219
local, s potential     -0.000    4.229   -0.000    3.580   0.0827
local, p potential    -56.514   -0.000  -55.495    0.000   0.4219
local, best mixture    -3.788    4.044   -3.544    3.427   0.1004
Thought experiment: p core function of 1s size excluded
lowest p level                        -0.081 eV
p norm inside r_c                     0.0060 (no unit)
bound B                                1.552 eV
gap to 2s                             13.548 eV
```
